**Carbon isotope shift in silicon: host share from two local-mode lines**

For a harmonic lattice in which only the impurity mass $M$ changes, the impurity's share $p$ of the kinetic energy, averaged over $\ln M$, is $\bar p=2\ln(\nu_{12}/\nu_{13})/\ln(M_{13}/M_{12})$, where $\nu$ is the wavenumber of the mode. The program diagonalizes a periodic diamond lattice of springs with one carbon-mass atom and asserts that the share taken from the eigenvectors agrees with the share inferred from the two end frequencies. It asserts that a nearly immovable host restores the isolated-oscillator ratio, and that the local mode is threefold degenerate, lies above the host band and changes little with supercell size. A two-mass problem, diagonalized in SI units, tests the effective host mass $\mu$, the spring constant and the two-body shares. For lines at 607 and 589 cm⁻¹ the output shows an isolated prediction of 583.11 cm⁻¹ and a mean host share of 0.25, with a rounding range of 0.21 to 0.29. The lattice uses round parameters and is not fitted to carbon; in it, the four nearest neighbours carry about 95 % of the host share for carbon-12.

## Program and output

```python
"""Isotope shift of the carbon local mode in silicon and host participation.

Result under test: for a harmonic lattice in which only the impurity mass M
changes, the impurity share p of the kinetic energy of a mode, averaged over
ln M between two isotopes, equals
    p_mean = 2 ln(nu_12/nu_13) / ln(M_13/M_12).
A motionless host means p = 1 and nu proportional to M**(-1/2).
Two-body picture: omega^2 = k (1/M + 1/mu), mu = effective host mass.
Symbols: nu = wavenumber (cm^-1), M = carbon mass (u), k = spring constant.
"""
import itertools
import numpy as np
from scipy.linalg import eigh
from scipy.constants import c, pi, atomic_mass

MASS_12, MASS_13, MASS_SI = 12.0, 13.00335, 28.085   # u
NU_12, NU_13 = 607.0, 589.0                        # cm^-1, given data
BAND_TOP = 520.0                                   # cm^-1, round parameter
AXIAL, TRANSVERSE = 1.0, 0.25                      # relative bond springs


def mean_share(nu_light, nu_heavy):
    return 2*np.log(nu_light/nu_heavy)/np.log(MASS_13/MASS_12)


def effective_host_mass(nu_light, nu_heavy):
    ratio = (nu_light/nu_heavy)**2
    return (ratio - 1)/(1/MASS_12 - ratio/MASS_13)


# ---------- main numbers from the two given lines ----------
nu_isolated = NU_12*np.sqrt(MASS_12/MASS_13)
p_mean = mean_share(NU_12, NU_13)
mu = effective_host_mass(NU_12, NU_13)
p_two_12, p_two_13 = mu/(MASS_12 + mu), mu/(MASS_13 + mu)
omega_12 = 2*pi*c*100*NU_12
k_isolated = MASS_12*atomic_mass*omega_12**2
k_two = omega_12**2*atomic_mass/(1/MASS_12 + 1/mu)

corners = [(NU_12 + s, NU_13 + t)
           for s, t in itertools.product((-0.5, 0.5), repeat=2)]
host_range = [1 - mean_share(*pair) for pair in corners]
mu_range = [effective_host_mass(*pair) for pair in corners]


# ---------- two masses on a spring, diagonalized in SI units ----------
def two_body(carbon_mass):
    masses = np.array([carbon_mass, mu])*atomic_mass
    stiffness = k_two*np.array([[1.0, -1.0], [-1.0, 1.0]])
    values, vectors = np.linalg.eigh(
        stiffness/np.sqrt(np.outer(masses, masses)))
    return np.sqrt(values[-1])/(2*pi*c*100), vectors[0, -1]**2


nu_a, share_a = two_body(MASS_12)
nu_b, share_b = two_body(MASS_13)
assert abs(nu_a - NU_12) < 1e-6 and abs(nu_b - NU_13) < 1e-6
assert abs(share_a - p_two_12) < 1e-9 and abs(share_b - p_two_13) < 1e-9


# ---------- periodic diamond lattice with nearest-neighbour springs ----------
def diamond_stiffness(n):
    """Spring matrix of n*n*n cubic cells; atom 0 and its four neighbours."""
    fcc = [(0, 0, 0), (0, 2, 2), (2, 0, 2), (2, 2, 0)]
    bonds = [(1, 1, 1), (1, -1, -1), (-1, 1, -1), (-1, -1, 1)]
    sites = {}
    for cell in itertools.product(range(n), repeat=3):
        for base in fcc:
            for shift in (0, 1):
                site = tuple((4*cell[i] + base[i] + shift) % (4*n)
                             for i in range(3))
                sites[site] = len(sites)
    stiffness = np.zeros((3*len(sites), 3*len(sites)))
    neighbours = []
    for site, i in sites.items():
        if i % 2:                      # bonds are listed from even atoms
            continue
        for bond in bonds:
            j = sites[tuple((site[q] + bond[q]) % (4*n) for q in range(3))]
            unit = np.array(bond)/np.sqrt(3)
            along = np.outer(unit, unit)
            block = AXIAL*along + TRANSVERSE*(np.eye(3) - along)
            a, b = slice(3*i, 3*i + 3), slice(3*j, 3*j + 3)
            stiffness[a, a] += block
            stiffness[b, b] += block
            stiffness[a, b] -= block
            stiffness[b, a] -= block
            if i == 0:
                neighbours.append(j)
    return stiffness, neighbours


def top_triplet(stiffness, impurity_mass, host_mass=MASS_SI):
    size = len(stiffness)
    masses = np.full(size, host_mass)
    masses[:3] = impurity_mass
    root = np.sqrt(masses)
    values, vectors = eigh(stiffness/np.outer(root, root),
                           subset_by_index=[size - 3, size - 1])
    per_atom = (vectors**2).sum(axis=1).reshape(-1, 3).sum(axis=1)/3
    return np.sqrt(values), per_atom


small, _ = diamond_stiffness(2)
large, near = diamond_stiffness(3)
n_small, n_large = len(small)//3, len(large)//3
scale = BAND_TOP/top_triplet(large, MASS_SI)[0][-1]

freq_12, atoms_12 = top_triplet(large, MASS_12)
freq_13, atoms_13 = top_triplet(large, MASS_13)
lat_12, lat_13 = scale*freq_12.mean(), scale*freq_13.mean()
lat_small = scale*top_triplet(small, MASS_12)[0].mean()
assert np.ptp(scale*freq_12) < 1e-6          # threefold degenerate
assert lat_13 > BAND_TOP + 1                 # local mode above the band
assert abs(lat_small - lat_12) < 2           # periodic images matter little

# Eigenvector share averaged over ln M against the two end frequencies.
nodes, weights = np.polynomial.legendre.leggauss(4)
middle = 0.5*np.log(MASS_12*MASS_13)
half = 0.5*np.log(MASS_13/MASS_12)
lat_direct = sum(0.5*w*top_triplet(large, np.exp(middle + half*x))[1][0]
                 for x, w in zip(nodes, weights))
lat_inferred = mean_share(lat_12, lat_13)
assert abs(lat_direct - lat_inferred) < 1e-7

# A host too heavy to move must restore the isolated oscillator.
frozen_12 = top_triplet(small, MASS_12, 1e8)[0].mean()
frozen_13 = top_triplet(small, MASS_13, 1e8)[0].mean()
assert abs(NU_12*frozen_13/frozen_12 - nu_isolated) < 1e-3

# Host share in the lattice: location, and recovery by the two-body picture.
lat_host = 1 - atoms_12[0]
lat_near = atoms_12[near].sum()
assert lat_near > 0.5*lat_host
lat_mu = effective_host_mass(lat_12, lat_13)
lat_two_host = MASS_12/(MASS_12 + lat_mu)
assert abs(lat_two_host - lat_host) < 0.02

# The given data lie between a motionless host and no shift at all.
assert nu_isolated < NU_13 < NU_12 and 0 < p_mean < 1

print("GIVEN DATA AND ISOLATED OSCILLATOR")
print(f"carbon-12 mass: {MASS_12:.5f} u")
print(f"carbon-13 mass: {MASS_13:.5f} u")
print(f"silicon mean mass: {MASS_SI:.3f} u")
print(f"given carbon-12 line: {NU_12:.0f} cm^-1")
print(f"given carbon-13 line: {NU_13:.0f} cm^-1")
print(f"sqrt(M12/M13): {np.sqrt(MASS_12/MASS_13):.5f}")
print(f"isolated prediction for carbon-13: {nu_isolated:.2f} cm^-1")
print(f"predicted downward shift: {NU_12 - nu_isolated:.2f} cm^-1")
print(f"given downward shift: {NU_12 - NU_13:.2f} cm^-1")
print(f"given line minus prediction: {NU_13 - nu_isolated:.2f} cm^-1")
print(f"isolated spring constant: {k_isolated:.1f} N/m")
print("HOST PARTICIPATION")
print(f"ln(nu12/nu13): {np.log(NU_12/NU_13):.6f}")
print(f"ln(M13/M12): {np.log(MASS_13/MASS_12):.6f}")
print(f"mean carbon share: {p_mean:.4f}")
print(f"mean host share: {1 - p_mean:.4f}")
print(f"host share, rounding range: {min(host_range):.3f}"
      f" to {max(host_range):.3f}")
print("TWO-BODY PICTURE")
print(f"R = (nu12/nu13)^2: {(NU_12/NU_13)**2:.6f}")
print(f"effective host mass: {mu:.2f} u")
print(f"effective host mass / silicon mass: {mu/MASS_SI:.3f}")
print(f"host mass, rounding range: {min(mu_range):.1f}"
      f" to {max(mu_range):.1f} u")
print(f"host share, carbon-12: {1 - p_two_12:.4f}")
print(f"host share, carbon-13: {1 - p_two_13:.4f}")
print(f"two-body spring constant: {k_two:.1f} N/m")
print("SPRING LATTICE (round parameters, not fitted to carbon)")
print(f"band top: {BAND_TOP:.0f} cm^-1")
print(f"transverse/axial spring ratio: {TRANSVERSE/AXIAL:.2f}")
print(f"atoms in supercell: {n_large}")
print(f"carbon-12 local mode: {lat_12:.3f} cm^-1")
print(f"carbon-13 local mode: {lat_13:.3f} cm^-1")
print(f"carbon-12 mode with {n_small} atoms: {lat_small:.3f} cm^-1")
print(f"mean carbon share from frequencies: {lat_inferred:.6f}")
print(f"mean carbon share from eigenvectors: {lat_direct:.6f}")
print(f"host share, carbon-12, eigenvector: {lat_host:.4f}")
print(f"host share, carbon-13, eigenvector: {1 - atoms_13[0]:.4f}")
print(f"host share, carbon-12, two-body estimate: {lat_two_host:.4f}")
print(f"share of four nearest neighbours, carbon-12: {lat_near:.4f}")
print(f"their fraction of the host share: {lat_near/lat_host:.3f}")
print("all tests passed")
```

Running it gives:

```
GIVEN DATA AND ISOLATED OSCILLATOR
carbon-12 mass: 12.00000 u
carbon-13 mass: 13.00335 u
silicon mean mass: 28.085 u
given carbon-12 line: 607 cm^-1
given carbon-13 line: 589 cm^-1
sqrt(M12/M13): 0.96065
isolated prediction for carbon-13: 583.11 cm^-1
predicted downward shift: 23.89 cm^-1
given downward shift: 18.00 cm^-1
given line minus prediction: 5.89 cm^-1
isolated spring constant: 260.5 N/m
HOST PARTICIPATION
ln(nu12/nu13): 0.030103
ln(M13/M12): 0.080300
mean carbon share: 0.7498
mean host share: 0.2502
host share, rounding range: 0.209 to 0.292
TWO-BODY PICTURE
R = (nu12/nu13)^2: 1.062054
effective host mass: 37.43 u
effective host mass / silicon mass: 1.333
host mass, rounding range: 30.3 to 47.4 u
host share, carbon-12: 0.2428
host share, carbon-13: 0.2578
two-body spring constant: 197.3 N/m
SPRING LATTICE (round parameters, not fitted to carbon)
band top: 520 cm^-1
transverse/axial spring ratio: 0.25
atoms in supercell: 216
carbon-12 local mode: 619.808 cm^-1
carbon-13 local mode: 601.327 cm^-1
carbon-12 mode with 64 atoms: 619.813 cm^-1
mean carbon share from frequencies: 0.753931
mean carbon share from eigenvectors: 0.753931
host share, carbon-12, eigenvector: 0.2324
host share, carbon-13, eigenvector: 0.2604
host share, carbon-12, two-body estimate: 0.2387
share of four nearest neighbours, carbon-12: 0.2197
their fraction of the host share: 0.945
all tests passed
```
